\section*{Steady energy release of a thin film debonding from a rigid substrate, part 1}

(Sections cited here and not found follow in the second part.)

\section{First derivation: bonded film turned into detached film}

\subsection{The result and its setting}

A thin film under tensile stress can peel itself off its substrate. When a long debond runs in from a free edge of the film, each unit of newly debonded area releases the energy
\begin{equation}
G=\frac{\sigma^{2}h}{2\bar E},\qquad \bar E=\frac{E}{1-\nu^{2}} .
\label{eq:result}
\end{equation}
Here $h$ is the film thickness, $E$ its Young modulus, $\nu$ its Poisson ratio and $\bar E$ its plane-strain modulus. The stress $\sigma$ acts in the bonded film, far from the debond front, along the direction in which the front advances. Tension is positive.

The coordinate $x$ runs along the film, $y$ along its normal and $z$ along the debond front. The film occupies $0<x<L$ and $0<y<h$, and the substrate lies below $y=0$. The end $x=L$ is a free edge. The film is detached over a length $a$ next to this edge, so the front sits at $x=L-a$ and moves towards smaller $x$ as $a$ grows. The detached part is called the flap. The plane $x=0$ is a symmetry plane: there $u_x=0$ and the shear stress vanishes, where $u_x,u_y,u_z$ are the displacements.

The film is uniform, isotropic and linear elastic, and strains and rotations are small. The substrate is rigid. The front is straight and long, and the film cannot change its length along $z$; this is the plane-strain condition. The flap touches nothing, so its lower face carries no traction. Finally, both $a$ and the remaining bonded length $L-a$ are long compared with $h$. What long means in numbers is taken up below.

In atomic units, stress and energy density are in hartree/bohr$^3$ and $G$ is in hartree/bohr$^2$. No constant of nature enters the continuum argument, so the formulas keep their form in any consistent units. The numerical values below use eV and angstrom.

\subsection{Energy balance}

Let $U(a)$ be the elastic energy of the film per unit length along $z$. When the front advances by $da$, energy conservation reads
\begin{equation}
G\,da = dW_{\rm ext}-dU ,
\end{equation}
where $dW_{\rm ext}$ is the work done on the film from outside and $G\,da$ is the energy delivered to the front. Every part of the boundary contributes zero to $dW_{\rm ext}$:
\begin{itemize}
\item the bonded face does not move, because the substrate is rigid;
\item the upper face, the flap's lower face and the free edge carry no traction;
\item on $x=0$ the normal displacement and the shear traction both vanish;
\item on planes of constant $z$ the normal displacement is fixed and there is no shear traction.
\end{itemize}
Therefore
\begin{equation}
G=-\frac{dU}{da}.
\label{eq:balance}
\end{equation}
The energy comes entirely from what the film has stored.

\subsection{The bonded film}

Let the film contract more than the substrate on cooling. With expansion mismatch $\Delta\alpha>0$ and a temperature drop $|\Delta T|$, a free film would shrink relative to the substrate by the misfit strain
\begin{equation}
\varepsilon=\Delta\alpha\,|\Delta T|
\end{equation}
in every direction. Total strains are measured relative to the cooled substrate. The elastic strain $e$, which is the part that causes stress, is the total strain minus the free contraction $-\varepsilon$, so $e=\text{total strain}+\varepsilon$ for each normal component.

Far from the front the bonded film follows the substrate, so its total strains along $x$ and $z$ vanish and $e_x=e_z=\varepsilon$. The normal stress $\sigma_y$ is zero at the upper face, and in a field that does not vary with $x$ equilibrium gives $\partial\sigma_y/\partial y=0$. Thus $\sigma_y=0$ throughout. Hooke's law then becomes
\begin{equation}
E e_x=\sigma_x-\nu\sigma_z,\qquad
E e_z=\sigma_z-\nu\sigma_x .
\label{eq:hooke}
\end{equation}
Setting $e_x=e_z=\varepsilon$ and subtracting the two equations gives $(1+\nu)(\sigma_x-\sigma_z)=0$, so the two stresses are equal. Either equation then yields
\begin{equation}
\sigma_x=\sigma_z=\sigma=\frac{E\varepsilon}{1-\nu}.
\label{eq:stress}
\end{equation}

The elastic energy density is half the sum of stress times elastic strain. With $\sigma_y=0$ and the strains from (\ref{eq:hooke}),
\begin{align}
w&=\tfrac12(\sigma_xe_x+\sigma_ze_z)\notag\\
&=\frac{1}{2E}\left[\sigma_x(\sigma_x-\nu\sigma_z)+\sigma_z(\sigma_z-\nu\sigma_x)\right]\notag\\
&=\frac{\sigma_x^2+\sigma_z^2-2\nu\sigma_x\sigma_z}{2E}.
\label{eq:w}
\end{align}
For the bonded film $\sigma_x=\sigma_z=\sigma$, and the density is
\begin{equation}
w_1=\frac{2\sigma^2-2\nu\sigma^2}{2E}=\frac{(1-\nu)\sigma^2}{E}.
\label{eq:w1}
\end{equation}

\subsection{The detached film}

Cut the flap at any section and consider the piece between the cut and the free edge. No force acts on its faces or on the edge, so the cut transmits no net force and no moment. The uniform state with $\sigma_x=\sigma_y=0$ satisfies this, and it also satisfies the conditions on both faces and on the edge.

The flap is still held at fixed length along $z$, so $e_z$ keeps its value $\varepsilon$. Denote the new stress along $z$ by $\sigma_z'$. Equation (\ref{eq:hooke}) for $e_z$, written before and after detachment, gives
\begin{equation}
\sigma_z'=Ee_z=\sigma_z-\nu\sigma_x=(1-\nu)\sigma .
\label{eq:sz}
\end{equation}
The flap therefore remains stressed. Contraction along $x$ relieves $\sigma_z$ only in part, through the Poisson effect. From (\ref{eq:w}) with $\sigma_x=0$,
\begin{equation}
w_2=\frac{(\sigma_z')^2}{2E}=\frac{(1-\nu)^2\sigma^2}{2E}.
\label{eq:w2}
\end{equation}

The difference between the two densities is
\begin{align}
w_1-w_2&=\frac{(1-\nu)\sigma^2}{2E}\left[2-(1-\nu)\right]\notag\\
&=\frac{(1-\nu)(1+\nu)\sigma^2}{2E}
=\frac{(1-\nu^2)\sigma^2}{2E}=\frac{\sigma^2}{2\bar E}.
\label{eq:diff}
\end{align}
Dividing by $w_1$ gives the released fraction of the stored energy,
\begin{equation}
\frac{w_1-w_2}{w_1}=\frac{1+\nu}{2}.
\label{eq:fraction}
\end{equation}

The stress along the front drops out even when it differs from $\sigma_x$. For general in-plane stresses, (\ref{eq:sz}) gives $\sigma_z'=\sigma_z-\nu\sigma_x$, and
\begin{align}
w_1-w_2&=\frac{\sigma_x^2+\sigma_z^2-2\nu\sigma_x\sigma_z
-(\sigma_z-\nu\sigma_x)^2}{2E}\notag\\
&=\frac{(1-\nu^2)\sigma_x^2}{2E}.
\label{eq:unequal}
\end{align}
The terms in $\sigma_z^2$ and in $\sigma_x\sigma_z$ cancel. Numerical solutions of the three-dimensional Hooke law with unequal misfit strains pass a test of this statement.

\subsection{Why the front region does not contribute}

Near the front the stress is neither of the two uniform states. It varies strongly and, in linear elasticity, it is singular at the front itself. The derivation does not need this field, provided that it is confined to a region near the front. That condition deserves an argument.

Call the difference between the true field and the local uniform state the disturbance. Away from the front it obeys the elastic equations without misfit and without applied load. Take it to be a sum of modes of the form $e^{-kx}f(y)$, possibly multiplied by powers of $x$. The thickness is the only length in the mode problem, so each $k$ is a pure number divided by $h$. A mode fails to decay in either direction only if $k$ is imaginary or zero.

Suppose first that $k$ is imaginary and not zero. The real part of the mode is then periodic in $x$. Its elastic energy in one period is half the boundary integral of traction times displacement. The free faces contribute nothing because the traction vanishes, the bonded face contributes nothing because the displacement vanishes, and the two end sections cancel by periodicity. The energy is zero, so the strain is zero and the motion is rigid. A bonded face forbids rigid motion, and in the flap a rigid motion does not oscillate with $x$. No such mode exists. If powers of $x$ multiply a periodic mode, the coefficient of the highest power is itself a periodic solution, so these modes are excluded too.

Now let $k=0$, so that the disturbance is a polynomial in $x$. In the bonded part, differentiate with respect to $x$ until the displacement no longer depends on $x$. The result is again a solution, and it is periodic with any period, so it vanishes by the same energy argument. In the flap, differentiate until the stress no longer depends on $x$. Equilibrium and the free faces then give $\sigma_{xy}=\sigma_y=0$, and compatibility of the strains makes $\sigma_x$ linear in $y$. Such a stress is fixed by its net force and its moment. Both are derivatives of the force and moment of the original disturbance, which are zero. The stress therefore vanishes, and a rigid motion is all that remains.

Every disturbance that carries energy thus decays exponentially, over a distance proportional to $h$. The flap may rotate rigidly, but this stores no energy.

\subsection{Steady advance}

For long $a$ and long $L-a$ the energy can now be written as
\begin{equation}
U(a)=h w_1(L-a)+h w_2a+U_{\rm f}+\text{(exponentially small terms)} .
\label{eq:U}
\end{equation}
The constant $U_{\rm f}$ is the excess energy of the front region over the two uniform states joined at $x=L-a$. It does not depend on $a$, because the front carries the same field with it as it moves. The edge and the symmetry plane add no constants of their own, since the uniform states already satisfy the conditions there.

Differentiating (\ref{eq:U}) and using (\ref{eq:balance}) and (\ref{eq:diff}),
\begin{equation}
G=-\left(-hw_1+hw_2\right)=h(w_1-w_2)=\frac{\sigma^2h}{2\bar E}.
\label{eq:first}
\end{equation}
An advance by $da$ acts as if a length $da$ of bonded film had been exchanged for the same length of detached film. The rate is proportional to $h$ because a thicker film stores more energy above each unit of interface. It does not depend on $a$, and this is the meaning of steady.

\subsection{A worked example}

Take the round parameters $E=0.5$ eV/\AA$^3$, $\nu=0.3$, $\Delta\alpha=2\times10^{-5}$ per kelvin, $|\Delta T|=200$ K and $h=5000$ \AA. The misfit strain is
\begin{equation}
\varepsilon=2\times10^{-5}\times200=0.004,
\end{equation}
and (\ref{eq:stress}) gives the stress in the bonded film,
\begin{equation}
\sigma=\frac{0.5\times0.004}{0.7}=0.002857\ \text{eV/\AA}^3 .
\end{equation}
This is about $460$ MPa, high enough that a soft metal film could yield; the example assumes that the film stays elastic. In the flap the stress along $z$ is $0.7\,\sigma=0.002000$ eV/\AA$^3$. The energy densities are
\begin{align}
w_1&=\frac{0.7\times(0.002857)^2}{0.5}=1.143\times10^{-5}\ \text{eV/\AA}^3,\\
w_2&=\frac{(0.002000)^2}{2\times0.5}=4.00\times10^{-6}\ \text{eV/\AA}^3 .
\end{align}
Their difference is $7.43\times10^{-6}$ eV/\AA$^3$, and multiplication by the thickness gives
\begin{equation}
G=7.43\times10^{-6}\times5000=0.0371\ \text{eV/\AA}^2=0.595\ \text{J/m}^2 .
\end{equation}

The energy stored above each unit area of interface is $hw_1=0.0571$ eV/\AA$^2$. The released fraction is $0.65$, in agreement with (\ref{eq:fraction}). The remaining $35\%$ stays in the flap as long as its length along $z$ is fixed. A flap that could also contract freely along $z$ would give up this part as well, so the plane-strain condition matters for the result.

\section{Second derivation: unloading the free edge}

\subsection{Symbols and results carried over}

The film has thickness $h$, Young modulus $E$, Poisson ratio $\nu$ and plane-strain modulus $\bar E=E/(1-\nu^2)$. It lies on a rigid substrate between the symmetry plane $x=0$ and the free edge $x=L$, with $y$ measured upwards from the interface. It is detached over the length $a$ next to the edge. Its length along the front direction $z$ is fixed. Far from the front the bonded film carries the tensile stress $\sigma$ along $x$ and has energy density $w_1$; the detached film has density $w_2$. The elastic energy per unit length of front is $U(a)$, and because no external work is done, $G=-dU/da$. Disturbances from the front decay exponentially over distances proportional to $h$. The first derivation gave $G=h(w_1-w_2)=\sigma^2h/(2\bar E)$.

The second derivation does not compare energy densities. It follows the work done at the free edge while the edge is unloaded.

Comparing the energy densities of bonded and detached film has given the steady release $G=\sigma^2h/(2\bar E)$ for a long debond running in from a free edge. It remains to derive the same result by unloading the edge, and to examine short debonds, the lift of the flap, the critical thickness and the assumptions behind each derivation.

All numerical values are calculated from the stated model.
